**Square-gradient minimisation: gradient, squared condition number and a spurious minimum**

For orbitals moved as $C\to Ce^K$, with gradient $g_{ai}=2F_{ai}$, orbital Hessian $H$ (eigenvalues $h$) and $\Delta=|g|^2$, the results are $\nabla\Delta=2Hg=|g|[g(+s\hat g)-g(-s\hat g)]/s+O(s^2)$, a Hessian of $\Delta$ equal to $2H^2$ at $g=0$ with condition number $\kappa^2$, $\kappa=\max|h|/\min|h|$, and spurious minima with $Hg=0$, $g\ne0$. For hydrogen fluoride at the unrestricted Hartree-Fock/6-31G level the program asserts that $g$ and $H$ match energy differences, that $2Hg$ matches differences of $\Delta$, that the two-point error scales as $s^2$ until round-off dominates, and that the two-point product also holds for PBE. It asserts that the $3\sigma\to4\sigma$ solution has the energy of a maximum-overlap SCF, that the Hessian built from values of $\Delta$ has eigenvalues $2h^2$, that the preconditioned condition number is a square, that measured descent rates follow $1-1/\kappa$ and $1-1/\kappa^2$, and that the $1\pi\to4\sigma$ state has a zero mode. The output shows an index-3 state at 14.64 eV with $\kappa=162$ and $\kappa^2=26250$, reduced to 87 by diagonal scaling. For the asymmetric Hubbard dimer (hopping $t$, site splitting $\delta=t$, repulsion $U$) it asserts the fold $U_c=[(2t)^{2/3}+\delta^{2/3}]^{3/2}=4.1619\,t$ against a root count, the closed-form curvatures at the spurious point, and the linear scalings on both sides of the fold. From one start the minimiser stalls at $|g|=0.111\,t$ for $U=4t$ and reaches a true solution for $U=4.3\,t$.

## Check in Python

```python
# Square-gradient minimisation (SGM) for excited determinants.
# Orbitals move as C -> C exp(K), K_ai = kappa_ai = -K_ia; g_ai = 2 F_ai; H = orbital
# Hessian of the energy E (eigenvalues h); Delta = |g|^2.  Under test:
#  (A) grad Delta = 2 H g = |g| [g(+s ghat) - g(-s ghat)]/s + O(s^2)
#  (B) at g = 0, Hess Delta = 2 H^2, condition number kappa^2, kappa = max|h|/min|h|
#  (C) spurious minima have H g = 0, g != 0; one exists just past a fold of solutions.
# Examples: hydrogen fluoride UHF/6-31G (atomic units), Hubbard dimer (units of t).
import numpy as np
from numpy.linalg import norm, eigh, eigvalsh, solve, cond
from scipy.linalg import expm, expm_frechet
from scipy.optimize import brentq, minimize_scalar
from scipy.constants import physical_constants
from pyscf import gto, scf, dft
scf.hf.MUTE_CHKFILE = True
EV = physical_constants['Hartree energy in eV'][0]
rng = np.random.default_rng(1)

def fd_grad_delta(x, g, grad, move, s=1e-4):
    n = norm(g)
    return n*(grad(move(x, s*g/n)) - grad(move(x, -s*g/n)))/s

def fd_hess(f, n, s):
    I = s*np.eye(n); M = np.zeros((n, n))
    for i in range(n):
        for j in range(i, n):
            M[i, j] = M[j, i] = (f(I[i]+I[j]) - f(I[i]-I[j]) - f(I[j]-I[i]) + f(-I[i]-I[j]))/(4*s*s)
    return M

def sgm(x, grad, move, D, gtol=1e-7, stall=1e-5, maxit=1500):
    B0 = np.diag(1/(2*D**2)); B = B0.copy()
    g = grad(x); G = fd_grad_delta(x, g, grad, move)
    for it in range(maxit):
        if norm(g) < gtol: return x, it, 'solution'
        if norm(G) < stall*norm(g): return x, it, 'stall'
        p = -B@G
        if p@G >= 0: B = B0.copy(); p = -B@G
        p *= min(1.0, 0.2/norm(p))
        for _ in range(40):
            xn = move(x, p); gn = grad(xn)
            if gn@gn <= g@g + 1e-4*(p@G): break
            p = p/2
        else:
            return x, it, 'line search failed'
        Gn = fd_grad_delta(xn, gn, grad, move); y = Gn - G
        if p@y > 1e-10*norm(p)*norm(y):
            V = np.eye(len(p)) - np.outer(p, y)/(p@y)
            B = V@B@V.T + np.outer(p, p)/(p@y)
        x, g, G = xn, gn, Gn
    return x, maxit, 'not converged'

# ---------------- hydrogen fluoride, UHF/6-31G ----------------
R = 1.7
mol = gto.M(atom=f'H 0 0 0; F 0 0 {R}', unit='bohr', basis='6-31g', verbose=0)
n = mol.nao; no = 5; nv = n - no; m = no*nv; N = 2*m
eri = mol.intor('int2e'); S = mol.intor('int1e_ovlp')
h1 = mol.intor('int1e_kin') + mol.intor('int1e_nuc')
Jm = eri.reshape(n*n, n*n); Km = eri.transpose(0, 2, 1, 3).reshape(n*n, n*n)
dens = lambda C: [c[:, :no]@c[:, :no].T for c in C]
def fock(C):
    D = dens(C); J = (Jm@(D[0]+D[1]).ravel()).reshape(n, n)
    return [h1 + J - (Km@d.ravel()).reshape(n, n) for d in D]
def energy(C):
    return sum(0.5*np.sum(d*(h1+f)) for d, f in zip(dens(C), fock(C))) + mol.energy_nuc()
def grad_from(C, F):
    return np.concatenate([2*(c[:, no:].T@f@c[:, :no]).ravel() for c, f in zip(C, F)])
grad = lambda C: grad_from(C, fock(C))
def antisym(k):
    K = np.zeros((n, n)); K[no:, :no] = k.reshape(nv, no); return K - K.T
def move(C, k):
    return [c@expm(antisym(q)) if q.any() else c for c, q in zip(C, (k[:m], k[m:]))]
delta = lambda C: grad(C)@grad_from(C, fock(C))
def delta1(C):
    g = grad(C); return g@g
def hessian(C):
    F = fock(C); H = np.zeros((N, N))
    for a in range(2):
        for b in range(2):
            Oa, Va, Ob, Vb = C[a][:, :no], C[a][:, no:], C[b][:, :no], C[b][:, no:]
            aibj = np.einsum('pqrs,pa,qi,rb,sj->aibj', eri, Va, Oa, Vb, Ob, optimize=True)
            blk = 4*aibj
            if a == b:
                abij = np.einsum('pqrs,pa,qb,ri,sj->aibj', eri, Va, Va, Oa, Oa, optimize=True)
                blk = blk - 2*(abij + aibj.transpose(0, 3, 2, 1))
                blk = blk + 2*np.einsum('ab,ij->aibj', Va.T@F[a]@Va, np.eye(no))
                blk = blk - 2*np.einsum('ab,ij->aibj', np.eye(nv), Oa.T@F[a]@Oa)
            H[a*m:(a+1)*m, b*m:(b+1)*m] = blk.reshape(m, m)
    return H
def canon(C, floor=0.5):
    out, D = [], []
    for c, f in zip(C, fock(C)):
        eo, uo = eigh(c[:, :no].T@f@c[:, :no]); ev, uv = eigh(c[:, no:].T@f@c[:, no:])
        out.append(np.hstack([c[:, :no]@uo, c[:, no:]@uv]))
        D.append(np.maximum(abs(2*(ev[:, None]-eo[None, :])), floor).ravel())
    return out, np.concatenate(D)
def polish(C):
    for _ in range(3): C = move(C, -solve(hessian(C), grad(C)))
    return C
def promote(C0, hole):
    c = C0.copy(); c[:, [hole, no]] = c[:, [no, hole]]; return [c, C0.copy()]
unit = lambda v: v/norm(v)

rhf = scf.RHF(mol); rhf.conv_tol = 1e-11; E0 = rhf.kernel(); C0 = rhf.mo_coeff
assert abs(rhf.mo_energy[3]-rhf.mo_energy[4]) < 1e-7 and abs(energy([C0, C0])-E0) < 1e-8
print(f'HF molecule: R = {R} bohr, UHF/6-31G, rotations = {N}, precond floor = 0.5 Eh')
print(f'ground E0 = {E0:.8f} Eh')
Cs, Ds = canon(promote(C0, 2)); g = grad(Cs); H = hessian(Cs); G = 2*H@g
assert norm(H-H.T) < 1e-9
for _ in range(4):   # g and H against differences of the energy, off stationarity
    v = unit(rng.normal(size=N)); ep, em = energy(move(Cs, 1e-3*v)), energy(move(Cs, -1e-3*v))
    assert abs((ep-em)/2e-3 - g@v) < 2e-5 and abs((ep+em-2*energy(Cs))/1e-6 - v@H@v) < 2e-4
def chart_gap(k):    # fixed-chart gradient (Frechet derivative) minus moving-frame gradient
    Cn = move(Cs, k); F = fock(Cn); out = np.zeros(N)
    for i in range(N):
        a = i//m; e = np.zeros(m); e[i % m] = 1
        L = expm_frechet(antisym(k[a*m:(a+1)*m]), antisym(e), compute_expm=False)
        out[i] = 2*np.sum(Cn[a][:, :no]*(F[a]@(Cs[a]@L)[:, :no]))
    return norm(out-grad_from(Cn, F))
v = unit(rng.normal(size=N)); r = chart_gap(4e-4*v)/chart_gap(2e-4*v)
assert abs(r-4) < 0.4
print(f'chart-frame gradient gap, ratio for steps 4e-4/2e-4 rad = {r:.3f}')
Gdef = np.array([(delta1(move(Cs, e))-delta1(move(Cs, -e)))/6e-5 for e in 3e-5*np.eye(N)])
assert norm(Gdef-G) < 1e-5*norm(G)
print(f'start 3s->4s: E = {energy(Cs):.8f} Eh, |g| = {norm(g):.6f} Eh, Delta = {g@g:.6f} Eh^2')
print(f'|2Hg| = {norm(G):.6f} Eh^2, rel. dev. from differences of Delta = {norm(Gdef-G)/norm(G):.1e}')
err = lambda s: norm(fd_grad_delta(Cs, g, grad, move, s)-G)/norm(G)
for s in (1e-1, 1e-2, 1e-3, 1e-4, 1e-5, 1e-7, 1e-9):
    print(f'  two-point product, s = {s:.0e} rad: rel. error = {err(s):.1e}')
r = err(0.04)/err(0.02); assert abs(r-4) < 0.2 and err(1e-4) < 1e-6 and err(1e-10) > 10*err(1e-5)
print(f'error ratio s = 0.04/0.02 rad: {r:.3f}')
grids = dft.gen_grid.Grids(mol); grids.level = 1; grids.build(); ni = dft.numint.NumInt()
def grad_pbe(C):
    D = np.array(dens(C)); J = (Jm@(D[0]+D[1]).ravel()).reshape(n, n)
    vx = ni.nr_uks(mol, grids, 'pbe', D)[2]
    return grad_from(C, [h1+J+vx[0], h1+J+vx[1]])
gp = grad_pbe(Cs); Gp = fd_grad_delta(Cs, gp, grad_pbe, move); dev = 0
for _ in range(2):
    v = unit(rng.normal(size=N)); a, b = grad_pbe(move(Cs, 1e-4*v)), grad_pbe(move(Cs, -1e-4*v))
    dev = max(dev, abs((a@a-b@b)/2e-4 - Gp@v)/norm(Gp))
assert dev < 1e-4
print(f'PBE, same orbitals: |g| = {norm(gp):.5f} Eh, |gradDelta| = {norm(Gp):.5f} Eh^2, dev = {dev:.1e}')

Cx, its, status = sgm(Cs, grad, move, Ds); assert status == 'solution'
occ = np.zeros((2, n)); occ[:, :no] = 1; occ[0, 2] = 0; occ[0, no] = 1
mom = scf.UHF(mol); mom.conv_tol = 1e-10; mom.max_cycle = 200
mom = scf.addons.mom_occ(mom, (C0, C0), occ); Em = mom.kernel(mom.make_rdm1((C0, C0), occ))
Ex = energy(Cx); assert abs(Ex-Em) < 1e-7
s2 = no - norm(Cx[0][:, :no].T@S@Cx[1][:, :no])**2
ov = abs(np.prod([np.linalg.det(a[:, :no].T@S@b[:, :no]) for a, b in zip(Cx, Cs)]))
print(f'SGM: {its} iterations, E = {Ex:.8f} Eh; maximum-overlap SCF E = {Em:.8f} Eh')
print(f'excitation = {Ex-E0:.6f} Eh = {(Ex-E0)*EV:.3f} eV, <S^2> = {s2:.4f}, overlap with start = {ov:.4f}')
Cx, Dx = canon(polish(Cx)); Hx = hessian(Cx); hx, Ux = eigh(Hx)
i0 = np.argmin(abs(hx)); hmin, hmax = abs(hx[i0]), abs(hx).max(); kx = hmax/hmin
assert (hx < 0).sum() >= 1
print(f'index = {(hx<0).sum()}, negative h = ' + ' '.join(f'{a:.4f}' for a in hx[hx < 0]) + ' Eh')
print(f'min|h| = {hmin:.5f} Eh, max|h| = {hmax:.4f} Eh, kappa = {kx:.2f}, kappa^2 = {kx**2:.5g}')
HD = fd_hess(lambda k: delta1(move(Cx, k)), N, 2e-5); ld = eigvalsh(HD)
assert ld[0] > 0 and np.allclose(ld, np.sort(2*hx**2), rtol=5e-3) and abs(ld[-1]/ld[0]/kx**2-1) < 5e-3
print(f'Hess Delta from values: min = {ld[0]:.5f}, max = {ld[-1]:.2f} Eh^2, cond = {ld[-1]/ld[0]:.5g}')
kp = cond(Hx/Dx[None, :]); kd = cond(HD/np.outer(Dx, Dx)); assert abs(kd/kp**2-1) < 5e-3
print(f'preconditioned: cond(H/D) = {kp:.3f}, squared = {kp**2:.2f}, from values = {kd:.2f}')
Cn = move(Cx, 1e-6*Ux[:, i0]); gn = grad(Cn); eta = norm(fd_grad_delta(Cn, gn, grad, move))/norm(gn)
assert abs(eta/(2*hmin)-1) < 0.02
print(f'eta on soft mode = {eta:.5f} Eh, 2 min|h| = {2*hmin:.5f} Eh')
Cn = move(Cx, 1e-8*Ux[:, i0]); gn = grad(Cn); Gn = 2*hessian(Cn)@gn
e_s = norm(fd_grad_delta(Cn, gn, grad, move)-Gn)/norm(Gn)
e_l = norm(fd_grad_delta(Cn, gn, grad, move, 1e-3*norm(gn))-Gn)/norm(Gn); assert e_l > 100*e_s
print(f'|g| = {norm(gn):.1e} Eh: rel. error s=1e-4 rad {e_s:.1e}, lambda=1e-3/Eh {e_l:.1e}')
def rate(C, v, step, nit):
    C = move(C, 1e-5*v); p0 = grad(C)@v
    for _ in range(nit): C = move(C, step(C))
    return -np.log(grad(C)@v/p0)/nit
Cg = polish([C0, C0]); hg, Ug = eigh(hessian(Cg)); kg = hg[-1]/hg[0]; assert hg[0] > 0
print(f'ground: min h = {hg[0]:.5f} Eh, max h = {hg[-1]:.4f} Eh, kappa = {kg:.2f}')
sd = lambda hm: (lambda C: -fd_grad_delta(C, grad(C), grad, move)/(2*hm**2))
for name, meas, c in (('ground, E', rate(Cg, Ug[:, 0], lambda C: -grad(C)/hg[-1], 100), kg),
                      ('ground, Delta', rate(Cg, Ug[:, 0], sd(hg[-1]), 400), kg**2),
                      ('excited, Delta', rate(Cx, Ux[:, i0], sd(hmax), 400), kx**2)):
    pred = -np.log(1-1/c); assert abs(meas/pred-1) < 0.02
    print(f'  descent steps per decade, {name}: measured {np.log(10)/meas:.5g}, predicted {np.log(10)/pred:.5g}')
Cp, Dp = canon(promote(C0, 4)); Cp, its, status = sgm(Cp, grad, move, Dp); assert status == 'solution'
hp = np.sort(abs(eigvalsh(hessian(Cp)))); assert hp[0] < 1e-5
print(f'1pi->4s: {its} iterations, excitation = {(energy(Cp)-E0)*EV:.3f} eV, |h| = {hp[0]:.0e}, {hp[1]:.4f} Eh')

# ---------------- asymmetric Hubbard dimer, orbitals (cos th, sin th) ----------------
t, d = 1.0, 1.0
hd = np.array([[-d/2, -t], [-t, d/2]])
def e_dim(th, U):
    psi = np.kron(*[np.array([np.cos(a), np.sin(a)]) for a in th])
    return psi@(np.kron(hd, np.eye(2))+np.kron(np.eye(2), hd)+U*np.diag([1., 0, 0, 1]))@psi
def g_one(a, b, U):   # 2 F_ai for the orbital at angle a in the field of the one at angle b
    c, s = np.cos(a), np.sin(a)
    return 2*(s*c*((d/2+U*np.sin(b)**2)-(-d/2+U*np.cos(b)**2)) - t*(c*c-s*s))
g_dim = lambda th, U: np.array([g_one(th[0], th[1], U), g_one(th[1], th[0], U)])
d_dim = lambda th, U: g_dim(th, U)@g_dim(th, U)
add = lambda x, p: x + p
th = np.array([0.3, 1.1])
assert np.allclose([(e_dim(th+e, 4.)-e_dim(th-e, 4.))/2e-5 for e in 1e-5*np.eye(2)], g_dim(th, 4.), atol=1e-8)
Uc = ((2*t)**(2/3)+d**(2/3))**1.5; xc = np.arctan2(-(2*t/Uc)**(1/3), (d/Uc)**(1/3))
mesh = (np.arange(40000)+0.37)*np.pi/40000
def count(U):
    sg = np.sign(g_one(mesh, mesh, U)); return int((sg != np.roll(sg, 1)).sum())
lo, hi = 3.0, 5.0; assert count(lo) == 2 and count(hi) == 4
for _ in range(30):
    mid = (lo+hi)/2
    lo, hi = (mid, hi) if count(mid) == 2 else (lo, mid)
assert abs(hi-Uc) < 1e-5
print(f'dimer t = {t}, delta = {d} t: Uc = {Uc:.6f} t, by root count {hi:.6f} t')
print(f'x_c = {xc:.6f} rad, sin 2x_c = {np.sin(2*xc):.6f}')
U = 4.0; start = xc/2 + np.array([0.05, -0.03])
print(f'SGM start x = ({2*start[0]:.4f}, {2*start[1]:.4f}) rad')
th, its, status = sgm(start, lambda a: g_dim(a, U), add, np.array([8., 8.])); assert status == 'stall'
x = brentq(lambda y: 4*t*np.sin(y)+2*d*np.cos(y)-2*U*np.cos(2*y), -1.2, -0.6, xtol=1e-14)
gam = -2*t*np.cos(x)+d*np.sin(x)-U/2*np.sin(2*x); ha = -4*U*np.sin(x)**2
ls = 8*gam*(1.5*U*np.sin(2*x)-gam); la = 2*ha**2-8*gam*(gam+U/2*np.sin(2*x))
gd = g_dim(th, U); gh = unit(gd)
assert norm(2*th-x) < 1e-5 and np.allclose(gd, gam, atol=1e-5)
he = eigvalsh(fd_hess(lambda k: e_dim(th+k, U), 2, 1e-4)); le = eigvalsh(fd_hess(lambda k: d_dim(th+k, U), 2, 1e-4))
assert np.allclose(he, [ha, 0], atol=1e-4) and np.allclose(le, [ls, la], rtol=1e-3) and le[0] > 0
f = lambda a: e_dim(th+a*gh, U); s = 2e-3
e3 = (f(2*s)-2*f(s)+2*f(-s)-f(-2*s))/(2*s**3); assert abs(2*norm(gd)*e3/ls-1) < 1e-3
print(f'U = {U} t: stall after {its} iterations, x = {2*th[0]:.6f} rad, root of h_s = {x:.6f} rad')
print(f'  E = {e_dim(th,U):.6f} t, gamma = {gam:.6f} t, |g| = {norm(gd):.6f} t, Delta = {gd@gd:.6f} t^2')
print(f'  H eigenvalues {he[0]:.4f}, {he[1]:.0e} t; formula h_a = {ha:.4f} t')
print(f'  Hess Delta {le[0]:.4f}, {le[1]:.3f} t^2; formula {ls:.4f}, {la:.3f} t^2')
print(f"  E''' = {e3:.4f} t, 2|g|E''' = {2*norm(gd)*e3:.4f} t^2")
U = 4.3
th, its, status = sgm(start, lambda a: g_dim(a, U), add, np.array([8., 8.])); assert status == 'solution'
he = eigvalsh(fd_hess(lambda k: e_dim(th+k, U), 2, 1e-4))
print(f'U = {U} t: solution after {its} iterations, x = ({2*th[0]:.5f}, {2*th[1]:.5f}) rad')
print(f'  E = {e_dim(th,U):.6f} t, h = {he[0]:.4f}, {he[1]:.4f} t')
eps = 1e-4; nn = np.array([1., 1.])/np.sqrt(2)
def soft(y, U, s=2e-5):
    a = np.array([y, y])/2
    return (d_dim(a+s*nn, U)+d_dim(a-s*nn, U)-2*d_dim(a, U))/s**2
opt = minimize_scalar(lambda y: d_dim(np.array([y, y])/2, Uc-eps), bounds=(xc-0.1, xc+0.1),
                      method='bounded', options={'xatol': 1e-11})
slope_g = abs(np.sin(2*xc))/np.sqrt(2); slope_l = 6*Uc*np.sin(2*xc)**2
roots = [brentq(lambda y: g_one(y/2, y/2, Uc+eps), a, b, xtol=1e-14) for a, b in ((xc-0.1, xc), (xc, xc+0.1))]
pair = [soft(y, Uc+eps)/eps for y in roots]; midc = soft(np.mean(roots), Uc+eps)/eps
ghost = soft(opt.x, Uc-eps)/eps
assert abs(np.sqrt(opt.fun)/eps/slope_g-1) < 0.01 and abs(ghost/slope_l-1) < 0.01
assert abs(np.mean(pair)/(2*slope_l)-1) < 0.01 and abs(midc/slope_l+1) < 0.03
print(f'fold, |U-Uc| = {eps} t: |g|/eps = {np.sqrt(opt.fun)/eps:.4f}, formula {slope_g:.4f}')
print(f'  soft curvature/eps: spurious {ghost:.3f} t, formula {slope_l:.3f} t')
print(f'  solution pair {pair[0]:.3f}, {pair[1]:.3f} t, formula {2*slope_l:.3f} t; midpoint {midc:.3f} t')
print('PASS')
```

It prints:

```
HF molecule: R = 1.7 bohr, UHF/6-31G, rotations = 60, precond floor = 0.5 Eh
ground E0 = -99.98289993 Eh
chart-frame gradient gap, ratio for steps 4e-4/2e-4 rad = 4.000
start 3s->4s: E = -99.38749854 Eh, |g| = 0.810163 Eh, Delta = 0.656365 Eh^2
|2Hg| = 14.183410 Eh^2, rel. dev. from differences of Delta = 1.9e-09
  two-point product, s = 1e-01 rad: rel. error = 1.8e-03
  two-point product, s = 1e-02 rad: rel. error = 1.8e-05
  two-point product, s = 1e-03 rad: rel. error = 1.8e-07
  two-point product, s = 1e-04 rad: rel. error = 1.8e-09
  two-point product, s = 1e-05 rad: rel. error = 9.6e-11
  two-point product, s = 1e-07 rad: rel. error = 9.9e-09
  two-point product, s = 1e-09 rad: rel. error = 8.3e-07
error ratio s = 0.04/0.02 rad: 4.000
PBE, same orbitals: |g| = 0.83979 Eh, |gradDelta| = 22.58478 Eh^2, dev = 5.3e-09
SGM: 20 iterations, E = -99.44482646 Eh; maximum-overlap SCF E = -99.44482646 Eh
excitation = 0.538073 Eh = 14.642 eV, <S^2> = 0.9694, overlap with start = 0.9834
index = 3, negative h = -1.0930 -0.3411 -0.3411 Eh
min|h| = 0.34111 Eh, max|h| = 55.2652 Eh, kappa = 162.02, kappa^2 = 26250
Hess Delta from values: min = 0.23271, max = 6108.49 Eh^2, cond = 26250
preconditioned: cond(H/D) = 9.348, squared = 87.39, from values = 87.39
eta on soft mode = 0.68221 Eh, 2 min|h| = 0.68221 Eh
|g| = 3.4e-09 Eh: rel. error s=1e-4 rad 8.1e-09, lambda=1e-3/Eh 8.6e-04
ground: min h = 0.77062 Eh, max h = 55.0393 Eh, kappa = 71.42
  descent steps per decade, ground, E: measured 163.3, predicted 163.3
  descent steps per decade, ground, Delta: measured 11745, predicted 11745
  descent steps per decade, excited, Delta: measured 60441, predicted 60441
1pi->4s: 18 iterations, excitation = 9.773 eV, |h| = 2e-09, 0.3715 Eh
dimer t = 1.0, delta = 1.0 t: Uc = 4.161938 t, by root count 4.161938 t
x_c = -0.899908 rad, sin 2x_c = -0.973889
SGM start x = (-0.7999, -0.9599) rad
U = 4.0 t: stall after 10 iterations, x = -0.906296 rad, root of h_s = -0.906296 rad
  E = 3.718338 t, gamma = -0.078738 t, |g| = 0.111352 t, Delta = 0.012399 t^2
  H eigenvalues -9.9156, 4e-08 t; formula h_a = -9.9156 t
  Hess Delta 3.6199, 195.364 t^2; formula 3.6199, 195.364 t^2
  E''' = 16.2540 t, 2|g|E''' = 3.6198 t^2
U = 4.3 t: solution after 12 iterations, x = (-0.75043, -0.75043) rad
  E = 3.932631 t, h = -9.8650, -1.8660 t
fold, |U-Uc| = 0.0001 t: |g|/eps = 0.6886, formula 0.6886
  soft curvature/eps: spurious 23.684 t, formula 23.685 t
  solution pair 47.312, 47.429 t, formula 47.369 t; midpoint -23.685 t
PASS
```
